# Logarithmic Growth of the Kerr Phase under Two-Photon Absorption

## A slice that absorbs one percent

Light of intensity $I$ enters a slice of silicon so thin that two-photon absorption removes only 1% of it. This absorption takes away intensity at the rate $\beta I^2$ per unit length, so the fraction lost in a thickness $\Delta z$ is $\beta I\,\Delta z$. Setting this equal to 0.01 gives $\Delta z=0.01/(\beta I)$.

The same light raises the refractive index by $n_2I$, which is the Kerr effect. With $k_0=2\pi/\lambda$ the vacuum wavenumber, the extra phase gained in the slice is

$$\Delta\phi=k_0n_2I\,\Delta z=k_0n_2I\,\frac{0.01}{\beta I}=0.01\,\frac{k_0n_2}{\beta}.$$

The intensity has cancelled. Light ten times stronger gains phase ten times faster, but it also loses its 1% in a tenth of the distance. Each 1% of loss therefore buys the same phase. Since equal fractional losses are equal steps in $\ln I$, the total phase must be proportional to the logarithm of the ratio of input to output intensity. What remains is to find how that ratio depends on the input.

## Assumptions and the field equation

The wave travels in the $+z$ direction through a uniform medium of length $L$, without reflections, and its transverse profile does not change. Its complex field is proportional to $A(z)\,e^{i(k_0n_0z-\omega t)}$, with the envelope scaled so that $|A|^2=I$. The assumptions are these.

1. The index is $n=n_0+n_2I$, with $n_2>0$, and it responds instantly.
2. Two-photon absorption is the only loss: $dI/dz=-\beta I^2$, with constant $\beta>0$.
3. Linear loss, free carriers and dispersion are absent.

In a thickness $dz$ the full phase advances by $k_0(n_0+n_2I)\,dz$. The part $k_0n_0\,dz$ already belongs to the carrier wave, so the envelope phase $\phi$ obeys

$$\frac{d\phi}{dz}=k_0n_2I. \tag{1}$$

Write $A=\sqrt I\,e^{i\phi}$. Then

$$\frac{dA}{dz}=\left(\frac{1}{2I}\frac{dI}{dz}+i\frac{d\phi}{dz}\right)A
=\left(-\frac{\beta}{2}+ik_0n_2\right)|A|^2A. \tag{2}$$

The factor $\tfrac12$ appears because intensity is the square of the amplitude. The plus sign of the Kerr term follows from the choice $e^{+ik_0n_0z}$ for a forward wave.

For a pulse, let $\tau$ be the time measured in a frame that moves with the pulse. Without dispersion and with an instantaneous response, different values of $\tau$ do not influence one another. Everything below then holds at each $\tau$ separately, with $I_0$ replaced by the input intensity $I_0(\tau)$.

## The theorem

**Theorem.** Let $I_0>0$ be the input intensity, and define $K=k_0n_2/\beta$ and $x=\beta I_0L$. Under assumptions 1 to 3, the Kerr phase accumulated over the length $L$ is

$$\phi=K\ln(1+\beta I_0L). \tag{3}$$

It lies between the bounds

$$Kx-\tfrac12Kx^2\le\phi\le Kx,\qquad K\ln x<\phi<K\ln x+\frac Kx. \tag{4}$$

The first pair of bounds shows that weak light ($x\ll1$) gains the phase $Kx=k_0n_2I_0L$, which is linear in the input. The second pair shows that strong light ($x\gg1$) gains $K\ln(\beta I_0L)$. Logarithmic growth is thus a property of strong input, and its prefactor is $k_0n_2/\beta$.

**Lemma 1.** The intensity inside the medium is

$$I(z)=\frac{I_0}{1+\beta I_0z}. \tag{5}$$

*Proof.* By the chain rule and assumption 2,

$$\frac{d}{dz}\left(\frac1I\right)=-\frac1{I^2}\frac{dI}{dz}=-\frac{1}{I^2}\left(-\beta I^2\right)=\beta.$$

The reciprocal intensity grows at a constant rate, so $1/I(z)=1/I_0+\beta z=(1+\beta I_0z)/I_0$. Inverting this gives (5). ∎

**Lemma 2.** If $T=I(L)/I_0$ is the transmission, then $\phi=K\ln(1/T)$.

*Proof.* Assumption 2 gives $I\,dz=-dI/(\beta I)$. Putting this into (1),

$$d\phi=k_0n_2I\,dz=-\frac{k_0n_2}{\beta}\frac{dI}{I}=-K\,d(\ln I).$$

Integration from the input to the output gives $\phi=K[\ln I_0-\ln I(L)]=K\ln(1/T)$. ∎

*Proof of the theorem.* Lemma 1 at $z=L$ gives $1/T=1+\beta I_0L$. Lemma 2 then gives (3).

For the bounds, write the logarithm as an integral, for any $u>0$:

$$\ln(1+u)=\int_0^u\frac{ds}{1+s}<u,\qquad
u-\ln(1+u)=\int_0^u\frac{s\,ds}{1+s}\le\int_0^us\,ds=\frac{u^2}{2}.$$

With $u=x$ these two statements give the first pair in (4). For the second pair, split off the large factor:

$$\ln(1+x)=\ln x+\ln\left(1+\frac1x\right).$$

The last term is positive, and by the first inequality with $u=1/x$ it is less than $1/x$. ∎

**Remark on the limit of no absorption.** If $\beta\to0$ at fixed $I_0$ and $L$, then $x\to0$ and (3) returns to $k_0n_2I_0L$. The large prefactor $K$ and the small logarithm compensate each other. It is the absorption that turns linear growth into logarithmic growth.

## What the law says

**The slope.** Differentiating (3) at fixed $L$ gives

$$\frac{d\phi}{d\ln I_0}=I_0\,\frac{K\beta L}{1+\beta I_0L}=K\frac{x}{1+x}. \tag{6}$$

This is less than $K$ for every input and approaches $K$ for strong input. A tenfold increase of the input therefore adds less than $K\ln10$, and nearly that much once $x\gg1$.

**Where the extra light goes.** From (5), the output intensity is $I_0/(1+\beta I_0L)$, which tends to $1/(\beta L)$ when $x\gg1$. Beyond that point, extra input is absorbed near the entrance, and the rest of the guide sees almost the same light as before. Once $x\gg1$, nearly all of the new phase comes from a short entrance region. In the guide below, the first tenth of the length supplies 91% of the phase added between 40 and 400 GW/cm², but only 56% of that added between 4 and 40 GW/cm².

**The half-phase point.** Let half of the phase be gained by $z=z_{1/2}$. Then $\ln(1+\beta I_0z_{1/2})=\tfrac12\ln(1+x)$, so $1+\beta I_0z_{1/2}=\sqrt{1+x}$. Solving for the position, and using $x=(\sqrt{1+x}-1)(\sqrt{1+x}+1)$,

$$z_{1/2}=L\,\frac{\sqrt{1+x}-1}{x}=\frac{L}{1+\sqrt{1+x}}. \tag{7}$$

For weak light this is the middle of the guide. For strong light it moves towards the entrance as $L/\sqrt x$.

**The price of a given phase.** Lemma 2 gives $T=e^{-\phi/K}$. A phase of $\pi$ thus leaves the transmission $e^{-\pi/K}$, whatever the length. The length decides only which input is needed. Solving (3) for it,

$$I_\pi=\frac{e^{\pi/K}-1}{\beta L}. \tag{8}$$

A longer guide lowers the required intensity but, in this model, does not reduce the fractional loss.

**A pulse.** With the time factor $e^{-i\omega t}$, a phase $\phi(\tau)$ shifts the instantaneous frequency by

$$\delta\omega=-\frac{d\phi}{d\tau}=-K\,\frac{\beta L\,I_0'(\tau)}{1+\beta L\,I_0(\tau)}.$$

The rising edge shifts to lower frequency and the falling edge to higher frequency. Where $\beta LI_0(\tau)\gg1$, the shift becomes $-K\,I_0'/I_0$. This depends on the shape of the pulse and not on its peak power.

## A silicon waveguide

Take a silicon wire waveguide at room temperature and a wavelength of 1550 nm, with rough typical values $n_2=4.5\times10^{-5}$ cm²/GW and $\beta=0.8$ cm/GW. The length is 1 cm, the effective area 0.10 µm² and the peak power 4 W. The area equals $10^{-9}$ cm², so

$$I_0=\frac{4\ \text{W}}{10^{-9}\ \text{cm}^2}=4\ \text{GW/cm}^2.$$

The vacuum wavenumber is $k_0=2\pi/(1.55\times10^{-4}\ \text{cm})=4.054\times10^4$ cm⁻¹. Hence

$$K=\frac{(4.054\times10^4)(4.5\times10^{-5})}{0.8}=2.28\ \text{rad},\qquad x=0.8\times4\times1=3.2,$$

$$\phi=2.28\,\ln4.2=3.27\ \text{rad}.$$

Without absorption the phase would be $Kx=7.30$ rad, so absorption has removed more than half of it. The transmission is $1/4.2=0.238$. Half of the phase is gained in the first 0.33 cm. The slope (6) is 1.74 rad, about three quarters of $K$, so this guide is between the two limits.

A phase of $\pi$ requires $I_\pi=3.71$ GW/cm², or 3.71 W of peak power, and leaves a transmission of 0.25. About three quarters of the light at the pulse peak is the price of that phase.

The next table evaluates the ideal law for the same guide while only the input changes.

| $I_0$ (GW/cm²) | $k_0n_2I_0L$ (rad) | $\phi$ (rad) | $T$ |
|---:|---:|---:|---:|
| 0.04 | 0.073 | 0.072 | 0.969 |
| 0.4 | 0.730 | 0.633 | 0.758 |
| 4 | 7.30 | 3.27 | 0.238 |
| 40 | 73.0 | 7.97 | 0.030 |
| 400 | 730 | 13.16 | 0.003 |

In the first row the phase is nearly the linear one. The last tenfold step adds 5.19 rad, close to the limiting value $K\ln10=5.25$ rad. The last two rows illustrate the mathematics of the model; a real guide departs strongly from it there, for a reason derived below, and noticeably already at 4 GW/cm².

## When the assumptions are relaxed

**Proposition 1 (linear loss).** If $dI/dz=-\alpha I-\beta I^2$ with $\alpha>0$, then

$$\phi=K\ln(1+\beta I_0L_{\rm eff}),\qquad L_{\rm eff}=\frac{1-e^{-\alpha L}}{\alpha}. \tag{9}$$

*Proof.* Put $I=e^{-\alpha z}J$. The left side becomes $-\alpha e^{-\alpha z}J+e^{-\alpha z}\,dJ/dz$, and the right side is $-\alpha e^{-\alpha z}J-\beta e^{-2\alpha z}J^2$. The linear terms cancel, leaving $dJ/dz=-\beta e^{-\alpha z}J^2$. Define $s(z)=(1-e^{-\alpha z})/\alpha$, so that $ds=e^{-\alpha z}dz$. Then $dJ/ds=-\beta J^2$, and Lemma 1 gives $J=I_0/(1+\beta I_0s)$. Since $I\,dz=J\,ds$,

$$\phi=k_0n_2\int_0^{L_{\rm eff}}\frac{I_0\,ds}{1+\beta I_0s}=K\ln(1+\beta I_0L_{\rm eff}).\qquad∎$$

Linear loss alone keeps the logarithm and its prefactor. Lemma 2, however, no longer holds with the total transmission, because linear loss removes light without the matching gain of phase.

**Proposition 2 (carrier phase).** Let each absorbed pair of photons create one electron-hole pair, and let a pair density $N$ lower the index by $\eta N$. If no pairs recombine during the pulse and their own absorption is neglected, they add the phase

$$\phi_c(\tau)=-\frac{k_0\eta}{2\hbar\omega}\int_{-\infty}^{\tau}\frac{\beta L\,I_0(\tau')^2}{1+\beta L\,I_0(\tau')}\,d\tau'. \tag{10}$$

*Proof.* The absorbed power per unit volume is $\beta I^2$, and one pair costs the energy $2\hbar\omega$. Hence $N(z,\tau)=(\beta/2\hbar\omega)\int_{-\infty}^{\tau}I(z,\tau')^2d\tau'$. The carrier phase is $-k_0\eta\int_0^LN\,dz$. Exchange the two integrals and use $\int_0^L\beta I^2dz=I_0-I(L)$, which is assumption 2 integrated over the guide. By (5),

$$I_0-I(L)=I_0-\frac{I_0}{1+\beta I_0L}=\frac{\beta LI_0^2}{1+\beta I_0L},$$

and (10) follows. ∎

For a fixed pulse shape, (10) grows as the square of the peak intensity when the input is weak, and linearly when it is strong. The Kerr phase grows only logarithmically at strong input, so within these assumptions the carrier phase must eventually overtake it. The logarithm then still describes the Kerr part, as long as carrier absorption is small, but no longer the total phase.

## Beside the real device

Two photons of 0.80 eV together exceed silicon's band gap of roughly 1.1 eV, which is why two-photon absorption is present at this wavelength. To size the omitted effects, consider a Gaussian pulse with a full width at half maximum of 0.5 ps. Rough values are a linear loss of 2 dB/cm, a carrier absorption cross-section $\sigma=1.5\times10^{-17}$ cm², $\eta=5\times10^{-21}$ cm³, and a normal group-velocity dispersion $D=1$ ps²/m. The last depends strongly on the guide's cross-section and can have either sign. The envelope equation becomes

$$\frac{\partial A}{\partial z}=-\frac{\alpha+\beta I+\sigma N}{2}A+ik_0(n_2I-\eta N)A-\frac{iD}{2}\frac{\partial^2A}{\partial\tau^2}.$$

It was solved by the split-step method, which applies dispersion in the frequency domain and the other terms in the time domain, in alternating short steps. At the pulse centre, with 4 W peak power, the Kerr phase $k_0n_2\int I\,dz$ changes as follows relative to the ideal 3.27 rad:

- linear loss alone: −11.4%, with $L_{\rm eff}=0.80$ cm;
- carriers alone: −1.5%, through their absorption;
- dispersion alone: −5.0% (with the opposite sign, $D=-1$ ps²/m, it would be about +8%);
- all three together: −16.6%, giving 2.73 rad.

With all three present, the carriers also contribute a phase of −0.43 rad. The sum of the Kerr and carrier phases is then 2.29 rad, about 30% below the ideal result. This figure rests on the rough value of $\eta$. A Drude estimate, $\eta\approx2\times10^{-21}$ cm³, gives a carrier phase of −0.17 rad, and the Soref–Bennett relation for doped silicon gives −0.67 rad, so the shortfall lies between about 22% and 37%.

At ten times the power, with carriers as the only addition, the Kerr phase is 6.97 rad and the carrier phase is −6.99 rad. They nearly cancel at the pulse centre, but the closeness of the cancellation depends on keeping $\eta$ constant. In the empirical relations for doped silicon the index change grows more slowly than the carrier density, and near $10^{18}$ cm⁻³, the density reached at the entrance here, the effective $\eta$ is only about 55 to 60% of the value used. The carrier phase would then be roughly −5 to −6 rad. These relations describe thermalised carriers, not ones created within a 0.5 ps pulse, and the Drude value of $\eta$ would give only −2.8 rad. The trend of Proposition 2 remains: the carrier phase grows about thirteenfold with constant $\eta$, and still roughly seven- to eightfold with the weaker dependence, while the Kerr phase little more than doubles. For this pulse, the logarithm therefore fails as a law for the total phase well before 40 GW/cm².

These estimates assume that carriers disappear between pulses. A continuous wave is a different case. With a rough carrier lifetime of 1 ns, an intensity of 4 GW/cm² held throughout the guide's entrance would sustain

$$N=\frac{\beta I^2\times1\ \text{ns}}{2\hbar\omega}\approx5\times10^{19}\ \text{cm}^{-3},$$

and $\sigma N$ would be several hundred per centimetre. Even as an extrapolation of the rough cross-section, this rules out the neglect of carriers.

The material coefficients are also uncertain. If $\beta$ were 0.5 cm/GW with $n_2$ unchanged, $K$ would rise to 3.65 rad, and the ideal phase at 4 GW/cm² would be $3.65\ln3=4.0$ rad. Higher-order absorption, heating and the corrections that a tightly confined mode makes to $n_2$ and $\beta$ are not included in any of these numbers.

Numbers in the example were calculated in double precision.
